Why separate Blech tests do not make an interconnect tree safe

**The argument under comment**

The argument concerns several metal segments that meet at junctions within one layer of a chip. It runs as follows. "In each segment the electron wind pushes atoms towards the anode end. A stress gradient builds up and pushes them back. If the product of current density and length is below the Blech limit, the two balance before the tension reaches the value at which a void forms. Every segment here is below the limit. Therefore no void forms anywhere."

The balance of wind and stress gradient is described correctly. The question is whether this balance, found in each segment by itself, also fixes the tension in that segment.

**1. What the Blech limit assumes**

Let x run along a segment, and let j be the current density, counted positive when electrons flow towards +x. The wind force on an atom is Zeρj, where e > 0 is the elementary charge, Z > 0 the magnitude of the effective charge number and ρ the resistivity. Let σ be the change of stress from its initial uniform value, with tension positive. The stress part of the chemical potential of an atom is −Ωσ, with Ω the atomic volume, so its gradient gives a force +Ω ∂σ/∂x: atoms move towards tension. With 1/Ω atoms per volume and mobility D/(kT), the atomic flux is

J = (D/(ΩkT)) (Ω ∂σ/∂x + Zeρj).

Where more atoms leave than arrive, tension rises. With an effective modulus B this reads

∂σ/∂t = BΩ ∂J/∂x.

Inserting J and taking Ω out of the bracket gives

∂σ/∂t = ∂/∂x [κ(∂σ/∂x + G)], G = Zeρj/Ω, κ = DBΩ/(kT).

This model has one dimension along each segment, uniform temperature and material constants, no plastic flow, and no void yet.

Now take one segment of length L with both ends blocked to atoms, and G > 0. In the steady state the flux is zero, so ∂σ/∂x = −G. No atoms have left the segment, so its mean stress change is still zero. Both conditions together give

σ(x) = G(L/2 − x), σmax = GL/2 at the cathode end x = 0.

This value is also the largest at any time. The slope ∂σ/∂x obeys a diffusion equation, starts at 0 and is held at −G at both ends, so it stays between −G and 0. Hence the tension is greatest at x = 0. The quantity f = ∂σ/∂x + G is therefore never negative, and it vanishes at x = 0. So ∂f/∂x ≥ 0 there, and the cathode tension, which changes at the rate κ ∂f/∂x, can only rise towards GL/2.

Let S be the critical stress for void nucleation minus the initial stress. Requiring Zeρ|j|L/(2Ω) ≤ S gives the Blech limit,

|j|L ≤ (jL)_B = 2ΩS/(Zeρ).

Since ρ|j|L is the voltage drop along the segment, the same limit is a drop of

V_B = 2ΩS/(Ze).

The derivation used two facts: the final flux is zero, and the segment keeps its own atoms. The second is a statement about the ends.

**2. What a junction changes**

In a tree, meaning a connected set of segments without closed loops, atoms can pass from one segment to the next. I assume that the tree is bounded by vias whose liners carry current but block atoms. Current may thus enter or leave at a node where atoms cannot.

At a junction the chemical potential is continuous, hence so is σ. The junction stores no atoms, so the outward fluxes, each multiplied by its cross-section A, sum to zero. Integrating the conservation law over all segments leaves only fluxes at the nodes, and these cancel at junctions and vanish at blocked ends. Therefore

Σ A ∫σ dx = 0

at all times, where the sum runs over the whole tree. For a single segment that can exchange atoms with its neighbours, no such law holds.

In the steady state, imagine a cut through any segment. The part of the tree on one side has no other exit for atoms, and its content is constant, so no flux crosses the cut. Thus ∂σ/∂x = −G in every segment, as the argument says. Electrons flow towards higher electric potential V, so dV/dx = ρj and G = (Ze/Ω) dV/dx. It follows that

d/dx [σ + (Ze/Ω)V] = 0.

Both terms are continuous at junctions, so the bracket has one value C throughout the tree. Averaging over the volume, with the mean of σ equal to zero, gives C = (Ze/Ω)V̄. At node k, then,

σ_k = (Ze/Ω)(V̄ − V_k).

Because V is linear in each segment, the average is

V̄ = Σ AL(V_a + V_b)/2 / Σ AL,

with a and b the ends of each segment. The greatest tension is at the node of lowest potential. For a single segment V̄ − V_k is half the drop, and the Blech limit returns.

**3. The faulty step**

Let m be the mean steady stress of one segment in the tree. Its slope is still −G, so its greatest tension is

σmax = m + |G|L/2.

The separate test computes the second term correctly and sets the first to zero. That is justified if both ends block atoms. At an open junction, the segment may export atoms to its neighbours, and then m > 0. The gradient is local, but the constant added to it belongs to the whole tree.

**4. A tree that passes segment by segment**

The following round parameters define a model metal: Ω = 1.20×10⁻²⁹ m³, Z = 1, ρ = 3.0×10⁻⁸ Ω m and S = 50 MPa. Then (jL)_B = 2.50×10⁵ A/m, or about 2500 A/cm, and V_B = 7.490 mV.

Segments A–J and C–J feed a junction J, from which J–B carries the joint current to B. A passive extension B–P carries no current. The thickness is uniform, and electrons flow in the order of the letters.

A–J: 40 μm long, 0.1 μm wide, j = 5×10⁹ A/m², 0.80 of the limit.
J–B: 30 μm long, 0.2 μm wide, j = 6×10⁹ A/m², 0.72 of the limit.
C–J: 20 μm long, 0.1 μm wide, j = 7×10⁹ A/m², 0.56 of the limit.
B–P: 50 μm long, 0.2 μm wide, j = 0, load zero.

The current balances at J, since 5×0.1 + 7×0.1 = 6×0.2. All four segments pass.

The voltage drops ρjL are 6.0, 5.4 and 4.2 mV in the three active segments. With V_A = 0, the others are V_J = 6.0, V_B = V_P = 11.4 and V_C = 6.0 − 4.2 = 1.8 mV, where V_B here is the potential of node B. The segment means are 3.0, 8.7, 3.9 and 11.4 mV. At equal thickness the weights are length times width: 4, 6, 2 and 10 μm². Hence

V̄ = (4×3.0 + 6×8.7 + 2×3.9 + 10×11.4)/22 = 186/22 = 8.455 mV.

A Blech drop of 7.490 mV corresponds to 2S = 100 MPa, so Ze/Ω is 13.35 MPa per mV. This gives

σ_A = 13.35 × 8.455 = 112.9 MPa,
σ_C = 13.35 × (8.455 − 1.8) = 88.8 MPa.

The tension at A is 2.26 times the margin, and C exceeds the margin too. A finite-volume solution of the transport equation, built from local fluxes alone, gives the same node stresses.

The mean in A–J is 72.8 MPa, and its own half-drop contributes 40.05 MPa; together they make up the 112.9 MPa. With B = 30 GPa, this mean corresponds to a loss of 72.8/30000, or about 0.24 % of the atoms in the segment. When the same calculation is repeated with barriers to atoms at all junctions, the currents being unchanged, the peaks in A–J, J–B and C–J become 40.05, 36.05 and 28.04 MPa. Those in A–J and C–J fall from 112.9 and 88.8 MPa, while the one in J–B rises slightly, from 32.8 MPa. All stay below 50 MPa. The exchange of atoms is thus what makes the difference.

The passive extension matters although its own load is zero. Without it, V̄ = (12 + 52.2 + 7.8)/12 = 6.0 mV and σ_A = 80.1 MPa. The extension lies at high potential and takes up atoms driven towards B, which raises the tension at A by a further 33 MPa.

**5. How large the error can be**

Divide one uniform line on paper into N equal pieces. The true peak is G(NL)/2, whereas the separate test finds GL/2, a factor N less. Four pieces at 0.8 of the limit give 3.2 times the margin. A criterion that depends on where a line is divided on paper cannot be a property of the metal.

For a general tree in which every segment passes, start at node k and number the segments outward along each path. In the nth segment, the near end is at most (n − 1) Blech drops above V_k and the far end at most n. The segment mean is then at most n − 1/2 Blech drops above V_k. One Blech drop corresponds to 2S, so (Ze/Ω) times this difference is at most (2n − 1)S. A volume average cannot exceed the largest of the values averaged, and therefore

σ_k ≤ (2D_k − 1)S,

where D_k is the largest number of segments on a path from k. For one segment this is S.

For two segments the bound is 3S, and it can be approached. Let both be at the limit, with the second r times longer and r times wider than the first. It then carries the same current. Its volume is r² times larger, and the average potential above the cathode is (1/2 + 3r²/2)/(1 + r²) Blech drops. Multiplying by 2S gives

σmax/S = (1 + 3r²)/(1 + r²).

This equals 2.0 for r = 1, 2.8 for r = 3 and 2.98 for r = 10. Numerical solutions for 150 random trees, all with passing segments, also respected the general bound.

**6. The opposite error, and the role of time**

If the steady tension exceeds S, the model must cross S at a finite time. To see this, let h = σ − σ_steady. It obeys the diffusion equation without a wind term, and its volume mean is zero, so it decays to zero. The tension therefore comes arbitrarily close to a value above S. In the example, taking D = 10⁻¹⁷ m²/s and T = 600 K, node A crosses the margin after 1.09×10⁶ s, or 12.6 days. This is not the first crossing in the tree. C lies at the cathode end of a segment with a higher current density, where the tension at first rises faster, and the same equation carries it across the margin after about 7.5 days, when A has reached only about 38 MPa. Once a void forms at C the void-free equation no longer applies, so the time for A holds only if C has not yet voided. Neither time is the time to an open circuit. Both belong to 600 K, an accelerated-test temperature. They scale as 1/κ, and D falls steeply on cooling: with an activation energy of 0.8 to 0.9 eV, the first crossing at about 380 K would take of the order of a century or more.

The converse does not hold: a steady tension below S does not prove safety. Consider an active segment 40 μm long whose cathode end is joined to a passive reservoir 160 μm long and of equal width. Let the active segment carry q times the Blech load. Measured from the cathode, the mean potential is (40/200)(q/2) = 0.1q Blech drops, so the final cathode tension is 0.2qS.

For q = 1.2 the separate test rejects the segment. The final tension is only 12 MPa, however, and the largest tension at any time in the numerical solution is 29 MPa. As far as voids are concerned, this is a false alarm. The compression at the anode end, however, grows from qS = 60 MPa to 1.8qS = 108 MPa, and failure by extrusion is not considered here.

For q = 4 the final tension is 40 MPa, still below the margin, but the tension passes through a peak of 97 MPa on the way. The reservoir can supply atoms only by diffusion, and the diffusion time scales as length squared: across the reservoir it is (160/40)² = 16 times that across the active segment. The relief promised by the steady state can therefore come too late.

A condition safe at all times follows from the same h. Initially h = −σ_steady. Diffusion carries h from higher to lower values, across junctions as well, so its maximum cannot grow. Hence h never exceeds minus the smallest steady stress, and

σ(x,t) ≤ σ_steady,max − σ_steady,min = (Ze/Ω)(Vmax − Vmin).

If the right-hand side is at most S, the tension never exceeds the margin. In terms of voltage, the whole spread of potential in the tree must be at most V_B/2, with V_B again the Blech drop. This is sufficient but cautious: for a single blocked segment it allows half the Blech load. For the reservoir with q = 1.2 it gives 120 MPa and decides nothing, so the time-dependent equation has to be solved.

**7. Correction requested**

The conclusion "every segment passes, therefore no void forms" should be withdrawn. The tree should first be identified as the metal through which atoms can pass, including parts that carry no current. If (Ze/Ω)(V̄ − Vmin) exceeds S, the tension crosses the margin at some finite time within this model; whether that time falls within the service life must be found from the transient. If the full potential spread gives at most S, no void nucleates within this model. If neither condition holds, the transient must in general be calculated. A single segment blocked at both ends is an exception, because its steady tension is also its largest at any time.

The separate test may be kept for segments whose ends both block atoms. If a liner leaks, the tree is larger than the layout of one layer suggests, and the average must include the metal beyond it. Let ΔV be the voltage drop across the liner and Z_l the effective charge inside it. In the steady state σ falls by Z_l eΔV/Ω across the liner, so σ + (Ze/Ω)V jumps by (Z − Z_l)eΔV/Ω. The potential formula carries over if the metal beyond has the same Z and Ω and if this jump is negligible compared with S. A negligible wind force in the liner does not ensure this, because V still changes by ΔV; a small ΔV does not ensure it either if Z_l is much larger than Z. If the modulus varies between segments, the conservation law preserves the integral of Aσ/B rather than Aσ, and V̄ must be weighted accordingly. Once a void has formed, its surface sets a new boundary condition, and the formulas above no longer describe the later evolution.

The numerical output below lists the values for the tree, the barrier comparison and the reservoir.

Calculated quantities

```
Atomic volume: 1.20e-29 m^3
Effective charge magnitude Z: 1.0
Resistivity: 3.00e-08 ohm m
Stress margin S: 50.0 MPa
Atomic diffusivity: 1.0e-17 m^2/s
Effective modulus: 30.0 GPa
Temperature: 600.0 K
Stress diffusivity kappa: 4.346e-16 m^2/s
Blech limit: 2.4966e+05 A/m = 2496.6 A/cm
Blech voltage drop: 7.490 mV
Segment A-J: length 40 um, width 0.1 um, j 5.0e+09 A/m^2
  load/limit 0.801; peak with barriers 40.05 MPa
Segment J-B: length 30 um, width 0.2 um, j 6.0e+09 A/m^2
  load/limit 0.721; peak with barriers 36.05 MPa
Segment C-J: length 20 um, width 0.1 um, j 7.0e+09 A/m^2
  load/limit 0.561; peak with barriers 28.04 MPa
Segment B-P: length 50 um, width 0.2 um, j 0.0e+00 A/m^2
  load/limit 0.000; peak with barriers 0.00 MPa
Volume-mean potential, A at zero: 8.455 mV
Node A: V 0.000 mV; steady stress: solver 112.88, formula 112.88 MPa
Node J: V 6.000 mV; steady stress: solver 32.77, formula 32.77 MPa
Node B: V 11.400 mV; steady stress: solver -39.33, formula -39.33 MPa
Node C: V 1.800 mV; steady stress: solver 88.85, formula 88.85 MPa
Node P: V 11.400 mV; steady stress: solver -39.33, formula -39.33 MPa
Largest tree stress / margin: 2.258
Mean steady stress in segment A-J: 72.83 MPa
Stress at A without passive extension: 80.11 MPa
All-time upper bound for the tree: 152.21 MPa
Margin crossed at A after: 1.087e+06 s = 12.58 days
Line of 4 pieces, each load/limit 0.8: peak/margin 3.200
Two segments at limit, size factor 1: peak/margin 2.000
Two segments at limit, size factor 3: peak/margin 2.800
Two segments at limit, size factor 10: peak/margin 2.980
Random trees tested: 150
Largest random stress / path bound: 0.985
Reservoir example: active length 40 um, passive length 160 um
Active load/limit 1.2: final 12.00 MPa, transient peak 29.08 MPa
Active load/limit 4.0: final 40.00 MPa, transient peak 96.94 MPa
```
